# Why the quasiparticle gap cannot enter the sum-rule permittivity ceiling: verification in Python

```python
"""
RESULT UNDER TEST
The electronic permittivity eps obeys eps - 1 <= (E_p/E_opt)^2, where E_p is
the plasma energy and E_opt the onset of optical absorption. The inequality
fails if E_opt is replaced by the quasiparticle gap
E_qp = E(N+1) + E(N-1) - 2 E(N).
Counterexample: simple cubic lattice (spacing a) of neutral sites, each with
one electron in a parabolic well of frequency w0, coupled by charge and dipole
terms. One exciton line at w_T carries all oscillator strength.
U is the interaction energy of two electrons in one well.
Atomic units inside the functions; eV and nm in the printed output.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR_NM = const.physical_constants["Bohr radius"][0] * 1e9


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


# ---- Dispersion integrals, checked by quadrature on a damped oscillator ----
def lorentz_eps2(w, wp, wt, damping):
    return wp**2 * damping * w / ((wt**2 - w**2)**2 + (damping * w)**2)


def integral_to_infinity(function):
    near = quad(function, 0, 2, points=[0.9, 1.0, 1.1], limit=400)[0]
    return near + quad(function, 2, np.inf, limit=400)[0]


line = (1.3, 1.0, 0.05)
static_part = 2 / np.pi * integral_to_infinity(
    lambda w: lorentz_eps2(w, *line) / w if w > 0 else 0.0)
strength = 2 / np.pi * integral_to_infinity(
    lambda w: w * lorentz_eps2(w, *line))
eps_at_zero = 1 + line[0]**2 / (line[1]**2 - 0j)
assert abs(static_part - (eps_at_zero.real - 1)) < 1e-5
assert abs(strength - line[0]**2) < 1e-5


# ---- One electron in a well: strength sum and static polarizability --------
def well_response(w0, quartic, size=90):
    """Return strength sum, strength of first line, gap, polarizability."""
    ladder = np.diag(np.sqrt(np.arange(1, size)), 1)
    x = (ladder + ladder.T) / np.sqrt(2 * w0)
    h = np.diag(w0 * (np.arange(size) + 0.5))
    h = h + quartic * np.linalg.matrix_power(x, 4)
    energy, states = np.linalg.eigh(h)
    dipole = states.T @ x @ states[:, 0]
    f = 2 * (energy - energy[0]) * dipole**2
    field = 2e-4
    e_plus = np.linalg.eigvalsh(h + field * x)[0]
    e_minus = np.linalg.eigvalsh(h - field * x)[0]
    alpha = -(e_plus + e_minus - 2 * energy[0]) / field**2
    return f.sum(), f[1], energy[1] - energy[0], alpha


# ---- Two electrons in one parabolic well -----------------------------------
def relative_energy(w0, points=6000):
    r_max = 12 / np.sqrt(w0) + 5
    h = r_max / (points + 1)
    r = h * np.arange(1, points + 1)
    diagonal = 2 / h**2 + w0**2 * r**2 / 4 + 1 / r
    off = -np.ones(points - 1) / h**2
    return eigh_tridiagonal(diagonal, off, eigvals_only=True,
                            select="i", select_range=(0, 0))[0]


def pair_interaction(w0):
    return relative_energy(w0) - 1.5 * w0


assert abs(pair_interaction(0.5) - 0.5) < 1e-4
assert abs(pair_interaction(0.1) - 0.2) < 1e-4
assert pair_interaction(0.3) > 0.3 and pair_interaction(0.7) < 0.7
threshold = brentq(lambda w: pair_interaction(w) - w, 0.3, 0.7, xtol=1e-8)
assert abs(threshold - 0.5) < 5e-4


# ---- Dipole sum of the infinite lattice at small wave vector ---------------
def dipole_sum(spacing):
    """Transverse and longitudinal sums; the screened real-space remainder
    is below rounding error for this splitting parameter."""
    eta = 6 / spacing
    m = np.arange(-14, 15)
    g = np.stack(np.meshgrid(m, m, m, indexing="ij"), -1).reshape(-1, 3)
    k = 2 * np.pi / spacing * (g + np.array([0, 0, 1e-4]))
    k2 = (k**2).sum(1)
    weight = 4 * np.pi / spacing**3 * np.exp(-k2 / (4 * eta**2)) / k2
    own_site = 4 * eta**3 / (3 * np.sqrt(np.pi))
    return ((weight * k[:, 0]**2).sum() - own_site,
            (weight * k[:, 2]**2).sum() - own_site)


def lattice_optics(w0, spacing):
    """Derived formulas: squared plasma frequency, w_T, permittivity."""
    wp2 = 4 * np.pi / spacing**3
    wt = np.sqrt(w0**2 - wp2 / 3)
    return wp2, wt, 1 + wp2 / wt**2


# ---- Energies of finite spheres with sites holding 0, 1 or 2 electrons -----
def sphere_sites(radius):
    m = np.arange(-int(radius) - 1, int(radius) + 2)
    g = np.stack(np.meshgrid(m, m, m, indexing="ij"), -1).reshape(-1, 3)
    length = np.sqrt((g**2).sum(1))
    order = np.argsort(length, kind="stable")
    return g[order][length[order] <= radius].astype(float)


def cluster_energy(sites, occupation, w0, e_relative):
    count = len(sites)
    diff = sites[:, None, :] - sites[None, :, :]
    r = np.sqrt((diff**2).sum(-1))
    np.fill_diagonal(r, np.inf)
    charge = 1.0 - occupation
    field = np.einsum("j,ijc->ic", charge, diff / r[..., None]**3)
    tensor = (np.eye(3) / r[..., None, None]**3
              - 3 * diff[..., :, None] * diff[..., None, :]
              / r[..., None, None]**5)
    scale = np.sqrt(occupation)
    tensor = tensor * (scale[:, None] * scale[None, :])[..., None, None]
    matrix = tensor.transpose(0, 2, 1, 3).reshape(3 * count, 3 * count)
    matrix = matrix + w0**2 * np.eye(3 * count)
    keep = np.repeat(occupation > 0, 3)
    matrix = matrix[np.ix_(keep, keep)]
    force = (scale[:, None] * field).reshape(-1)[keep]
    squared = np.linalg.eigvalsh(matrix)
    assert squared[0] > 0
    zero_point = 0.5 * np.sqrt(squared).sum()
    relaxation = -0.5 * force @ np.linalg.solve(matrix, force)
    monopole = 0.5 * charge @ (1 / r) @ charge
    return (zero_point + relaxation + monopole
            + e_relative * np.count_nonzero(occupation == 2))


def quasiparticle_gap(w0, spacing, radius):
    sites = sphere_sites(radius) * spacing
    e_rel = relative_energy(w0)
    neutral = np.ones(len(sites))
    added, removed = neutral.copy(), neutral.copy()
    added[0], removed[0] = 2, 0
    e0, ep, em = [cluster_energy(sites, occ, w0, e_rel)
                  for occ in (neutral, added, removed)]
    outer_radius = (3 * len(sites) / (4 * np.pi))**(1 / 3) * spacing
    eps = lattice_optics(w0, spacing)[2]
    exterior = -(1 - 1 / eps) / outer_radius     # both charges together
    transfer = neutral.copy()
    transfer[0], transfer[1] = 0, 2
    e_transfer = cluster_energy(sites, transfer, w0, e_rel) - e0
    return ep + em - 2 * e0 + exterior, e_transfer, len(sites)


# ---- Worked example --------------------------------------------------------
well_ev, spacing_nm = 4.0, 0.90
w0, a = well_ev / HARTREE, spacing_nm / BOHR_NM

sum_h, first_h, gap_h, alpha_h = well_response(w0, 0.0)
sum_q, first_q, gap_q, alpha_q = well_response(w0, 1e-3)
assert abs(sum_h - 1) < 1e-8 and abs(first_h - 1) < 1e-8
assert abs(alpha_h * gap_h**2 - 1) < 1e-4
assert abs(sum_q - 1) < 1e-6 and first_q < 1 - 1e-4
assert alpha_q * gap_q**2 < 1 - 1e-4

wp2, wt, eps = lattice_optics(w0, a)
sum_t, sum_l = dipole_sum(a)
wt_lattice = np.sqrt(w0**2 + sum_t)
wl2_lattice = w0**2 + sum_l
eps_lattice = 1 / (1 - wp2 / wl2_lattice)   # response to an external charge
assert abs(wt_lattice / wt - 1) < 1e-6
assert abs(wl2_lattice / (w0**2 + 2 * wp2 / 3) - 1) < 1e-6
assert abs(eps_lattice - eps) < 1e-6

u_pair = pair_interaction(w0)
gap_small, _, n_small = quasiparticle_gap(w0, a, 3.3)
gap_qp, e_transfer, n_large = quasiparticle_gap(w0, a, 4.3)
assert abs(gap_small - gap_qp) * HARTREE < 0.01
assert e_transfer > 0

# Dilute limit: shift from an explicit sum of 1/r^4 with a continuum tail.
far = sphere_sites(25.0)[1:]
sum_r4 = (1 / (far**2).sum(1)**2).sum() + 4 * np.pi / 25.0
dilute_gap = quasiparticle_gap(w0, 2 * a, 4.3)[0]
dilute_shift = u_pair - dilute_gap
expected_shift = sum_r4 / (w0**2 * (2 * a)**4)
assert abs(dilute_shift / expected_shift - 1) < 0.03

# Effects left out of the model.
half = a / 2
x = np.linspace(-half - 16, half + 16, 3001)
h = x[1] - x[0]
double_well = 0.5 * w0**2 * (np.abs(x) - half)**2
levels = eigh_tridiagonal(1 / h**2 + double_well,
                          -0.5 * np.ones(len(x) - 1) / h**2,
                          eigvals_only=True, select="i", select_range=(0, 5))
hop_ground = (levels[1] - levels[0]) / 2
hop_upper = (levels[5] - levels[4]) / 2
band_narrowing = 6 * (hop_ground + hop_upper)
gradient = np.array([-2.0, 1.0, 1.0]) / a**3
quadrupole_shift = sum(
    6 * 0.5 * (np.sqrt(w0**2 + q * gradient) - w0).sum() for q in (1, -1))
thermal_ev = const.k * 400 / const.e

ceiling_opt = wp2 / wt_lattice**2
ceiling_qp = wp2 / gap_qp**2
cautious_gap = gap_qp - band_narrowing - abs(quadrupole_shift)
assert eps_lattice - 1 <= ceiling_opt * (1 + 1e-5)
assert cautious_gap > wt
assert eps_lattice - 1 > wp2 / cautious_gap**2 > 0
assert eps_lattice - 1 > ceiling_qp

print("MODEL CRYSTAL")
show("Well quantum hbar*w0 (chosen)", well_ev, "eV")
show("Site spacing (chosen)", spacing_nm, "nm")
show("Plasma energy E_p", np.sqrt(wp2) * HARTREE, "eV")
show("Optical gap E_opt", wt * HARTREE, "eV")
show("Strength in first line, harmonic well", first_h, "", 6)
show("Strength in first line, anharmonic well", first_q, "", 6)
show("alpha*gap^2, harmonic well (ceiling 1)", alpha_h * gap_h**2, "", 6)
show("alpha*gap^2, anharmonic well (ceiling 1)", alpha_q * gap_q**2, "", 6)
show("Two-electron interaction U", u_pair * HARTREE, "eV")
show("U = w0 threshold for isolated wells", threshold * HARTREE, "eV")
show("Change of gap by crystal", (gap_qp - u_pair) * HARTREE, "eV", 3)
show("Quasiparticle gap E_qp", gap_qp * HARTREE, "eV")
show("Sites in smaller sphere", n_small)
show("Sites in larger sphere", n_large)
show("Gap difference between spheres",
     abs(gap_qp - gap_small) * HARTREE * 1e3, "meV", 2)
show("Exciton binding E_qp - E_opt", (gap_qp - wt) * HARTREE, "eV")
show("Neighbour charge-transfer energy", e_transfer * HARTREE, "eV", 3)
show("Electronic permittivity", eps_lattice, "", 5)
show("Permittivity minus 1", eps_lattice - 1)
show("True ceiling (E_p/E_opt)^2", ceiling_opt)
show("Substituted value (E_p/E_qp)^2", ceiling_qp)
show("Violation factor", (eps_lattice - 1) / ceiling_qp)
print("EFFECTS LEFT OUT OF THE MODEL")
show("Hopping, lowest well level", hop_ground * HARTREE * 1e3, "meV", 2)
show("Hopping, third well level", hop_upper * HARTREE * 1e3, "meV", 2)
show("Gap narrowing estimate, 6 neighbours", band_narrowing * HARTREE, "eV", 2)
show("Charge-quadrupole gap shift", quadrupole_shift * HARTREE * 1e3, "meV", 2)
show("Gap after these reductions", cautious_gap * HARTREE, "eV", 3)
show("Violation factor after reductions",
     (eps_lattice - 1) * cautious_gap**2 / wp2, "", 3)
show("Thermal energy at 400 K", thermal_ev, "eV", 2)
show("Boltzmann factor of exciton at 400 K",
     np.exp(-wt * HARTREE / thermal_ev), "", 1)

# ---- Rough hafnia numbers --------------------------------------------------
rough_qp, rough_binding = 6.0, 0.3          # eV
rough_volume = 0.035                      # nm^3 per formula unit
rough_eps_el, rough_eps_static = 4.0, 20.0


def plasma_ev(electrons):
    density = electrons / (rough_volume * 1e-27)
    return const.hbar * np.sqrt(
        density * const.e**2 / (const.epsilon_0 * const.m_e)) / const.e


valence, every = plasma_ev(4 + 2 * 6), plasma_ev(72 + 2 * 8)
rough_opt = rough_qp - rough_binding
mean_energy = valence / np.sqrt(rough_eps_el - 1)
assert mean_energy > rough_qp


def two_line_excess(fraction):
    energies = np.array([rough_opt, mean_energy])
    weights = np.array([fraction, 1 - fraction])
    return (weights * (valence / energies)**2).sum() - (valence / rough_qp)**2


needed = ((rough_qp**-2 - mean_energy**-2)
          / (rough_opt**-2 - mean_energy**-2))
assert abs(brentq(two_line_excess, 0, 1) - needed) < 1e-9
assert two_line_excess(0.1) < 0 < two_line_excess(1.0)

print("HAFNIA, ROUGH INPUTS")
show("Quasiparticle gap (rough)", rough_qp, "eV", 2)
show("Exciton binding (rough)", rough_binding, "eV", 2)
show("Volume per formula unit (rough)", rough_volume, "nm^3", 2)
show("Electronic permittivity (rough)", rough_eps_el, "", 2)
show("Static permittivity with lattice (rough)", rough_eps_static, "", 2)
show("Valence plasma energy, 16 electrons", valence, "eV", 3)
show("All-electron plasma energy, 88 electrons", every, "eV", 3)
show("Valence ceiling on permittivity, optical gap",
     1 + (valence / rough_opt)**2, "", 3)
show("Same with quasiparticle gap", 1 + (valence / rough_qp)**2, "", 3)
show("All-electron ceiling, optical gap", 1 + (every / rough_opt)**2, "", 3)
show("Ratio (E_qp/E_opt)^2", (rough_qp / rough_opt)**2, "", 3)
show("Mean energy E_p/sqrt(eps-1), valence", mean_energy, "eV", 3)
show("Excitonic fraction needed for violation", needed, "", 2)
print("ALL CHECKS PASSED")
```

It prints:

```
MODEL CRYSTAL
Well quantum hbar*w0 (chosen): 4 eV
Site spacing (chosen): 0.9 nm
Plasma energy E_p: 1.375 eV
Optical gap E_opt: 3.92 eV
Strength in first line, harmonic well: 1
Strength in first line, anharmonic well: 0.995421
alpha*gap^2, harmonic well (ceiling 1): 1
alpha*gap^2, anharmonic well (ceiling 1): 0.995783
Two-electron interaction U: 6.812 eV
U = w0 threshold for isolated wells: 13.61 eV
Change of gap by crystal: -0.233 eV
Quasiparticle gap E_qp: 6.578 eV
Sites in smaller sphere: 147
Sites in larger sphere: 341
Gap difference between spheres: 0.058 meV
Exciton binding E_qp - E_opt: 2.658 eV
Neighbour charge-transfer energy: 5.14 eV
Electronic permittivity: 1.1231
Permittivity minus 1: 0.1231
True ceiling (E_p/E_opt)^2: 0.1231
Substituted value (E_p/E_qp)^2: 0.04371
Violation factor: 2.816
EFFECTS LEFT OUT OF THE MODEL
Hopping, lowest well level: 0.18 meV
Hopping, third well level: 30 meV
Gap narrowing estimate, 6 neighbours: 0.18 eV
Charge-quadrupole gap shift: -1.6 meV
Gap after these reductions: 6.4 eV
Violation factor after reductions: 2.66
Thermal energy at 400 K: 0.034 eV
Boltzmann factor of exciton at 400 K: 4e-50
HAFNIA, ROUGH INPUTS
Quasiparticle gap (rough): 6 eV
Exciton binding (rough): 0.3 eV
Volume per formula unit (rough): 0.035 nm^3
Electronic permittivity (rough): 4
Static permittivity with lattice (rough): 20
Valence plasma energy, 16 electrons: 25.1 eV
All-electron plasma energy, 88 electrons: 58.9 eV
Valence ceiling on permittivity, optical gap: 20.4
Same with quasiparticle gap: 18.5
All-electron ceiling, optical gap: 108
Ratio (E_qp/E_opt)^2: 1.11
Mean energy E_p/sqrt(eps-1), valence: 14.5 eV
Excitonic fraction needed for violation: 0.88
ALL CHECKS PASSED
```
